# Does an implanted ion keep its incident charge inside silicon?

**Question**

I am comparing boron implants into silicon. One uses B⁺ accelerated through 40 kV. For the other I can select B²⁺ and use either 20 kV or 40 kV.

My picture is that B²⁺ remains doubly charged until it stops. It should then feel a stronger electronic drag all the way down, so that even at equal energy its range would be shorter than that of B⁺. On the other hand, I have been told that the accelerating voltage fixes the energy, which seems to make both 40 kV implants equivalent. Which of these statements is right, and how much does the incident charge matter once the ion is in the wafer?

**Answer**

Neither statement holds as it stands. The energy depends on the voltage and on the charge carried while crossing it. Inside the solid, electron capture and loss make the ion forget its incident charge. It need not become neutral: it approaches a distribution of charges that is the same for B⁺ and B²⁺ at the same speed.

**Energy before impact**

Let the ion have mass $M$ and charge $qe$, and let it start from rest in a static potential $\phi(z)$. Newton's equation is

$$M\frac{dv}{dt}=-qe\frac{d\phi}{dz}.$$

Multiply by $v=dz/dt$. The left side becomes $d(Mv^2/2)/dt$ and the right side becomes $-qe\,d\phi/dt$. Integration over a section in which $q$ is constant gives a gain $qeV$, where $V$ is the potential at the start minus that at the end. If the charge changes between sections, the gains add:

$$E_0=e\sum_i q_iV_i .$$

The small energy and momentum changes in the charge-changing collision itself are neglected. The shape of the field does not enter. Your three cases are

$$1\times40=40\ \mathrm{keV},\qquad 2\times20=40\ \mathrm{keV},\qquad 2\times40=80\ \mathrm{keV}.$$

The two 40 kV implants are therefore not equivalent. If a B²⁺ ion captured one electron halfway through the 40 kV drop, it would arrive with $2\times20+1\times20=60$ keV. Voltage alone fixes the energy only when the charge history during acceleration is also given.

**How the charge is forgotten**

Now compare B⁺ and B²⁺ that enter with the same energy, 40 keV. I use a model with charge states $q=0,1,2,3$, in which one electron is gained or lost at a time. Let $F_q(x)$ be the fraction of ions in state $q$ after path length $x$. With atomic density $n$ and cross sections $\sigma$, the probabilities per unit path are

$$L_q=n\sigma_{q\to q+1},\qquad C_q=n\sigma_{q\to q-1},$$

for loss and capture of an electron. The ends of the chain have $C_0=L_3=0$; all other rates are positive. They are held constant over the short distance considered here.

The net flow from $q$ to $q+1$ is

$$J_q=L_qF_q-C_{q+1}F_{q+1}.$$

State $q$ is fed by $J_{q-1}$ and drained by $J_q$, so

$$\frac{dF_q}{dx}=J_{q-1}-J_q .$$

In a steady state all the flows are equal. No flow enters below $q=0$, so each must vanish. Calling the steady fractions $\pi_q$,

$$L_q\pi_q=C_{q+1}\pi_{q+1},\qquad \frac{\pi_{q+1}}{\pi_q}=\frac{L_q}{C_{q+1}} .$$

Together with $\sum_q\pi_q=1$ this fixes $\pi_q$, with no reference to the incident charge.

It remains to show that every initial distribution gets there. Write $F_q=\pi_qr_q$. The balance relation turns the flow into

$$J_q=L_q\pi_q(r_q-r_{q+1}).$$

Measure the distance from equilibrium by $D=\sum_q\pi_q(r_q-1)^2$. Since $\pi_q\,dr_q/dx=dF_q/dx$,

$$\frac{dD}{dx}=2\sum_q(r_q-1)(J_{q-1}-J_q).$$

Shift the index in the first term, so that both terms contain $J_q$:

$$\frac{dD}{dx}=2\sum_qJ_q(r_{q+1}-r_q)
=-2\sum_qL_q\pi_q(r_{q+1}-r_q)^2 .$$

This is negative unless all $r_q$ are equal, and normalization then makes them all 1. In this finite linear system the approach is a sum of decaying exponentials. The smallest nonzero decay rate $g$ gives the longest memory length, $1/g$.

With just the states 0 and 1, the result is explicit. Put $F_0=1-F_1$ into $dF_1/dx=L_0F_0-C_1F_1$:

$$\frac{dF_1}{dx}=L_0-(L_0+C_1)F_1,$$

$$F_1(x)=\pi_1+[F_1(0)-\pi_1]e^{-(L_0+C_1)x},\qquad
\pi_1=\frac{L_0}{L_0+C_1}.$$

Both capture and loss help to erase the memory, because their rates add in the exponent.

**Numbers for the charge**

The silicon density is $4.994\times10^{22}$ cm⁻³. I chose round cross sections to set a plausible scale; they are not measured values for boron in silicon. The two largest exceed the area per atom, $n^{-2/3}=7.4\times10^{-16}$ cm², so at these values the rates $n\sigma$ are effective rates and not a count of independent collisions with single atoms. Lengths of the order of the atomic spacing, 0.27 nm, are then only indicative. For $0\to1$, $1\to2$ and $2\to3$, the loss cross sections are $3\times10^{-16}$, $1\times10^{-16}$ and $1\times10^{-17}$ cm². For the reverse captures they are $4\times10^{-16}$, $8\times10^{-16}$ and $1.2\times10^{-15}$ cm². For example,

$$L_0=(4.994\times10^{22})(3\times10^{-16})\ \mathrm{cm^{-1}}
=1.498\ \mathrm{nm^{-1}} .$$

The successive equilibrium ratios are $3/4$, $1/8$ and $1/120$. Normalization gives $\pi_0=0.542$, $\pi_1=0.407$, $\pi_2=0.051$ and $\pi_3=0.0004$, with mean charge $0.51e$. The approach to it is:

| Path (nm) | Mean charge from B⁺ ($e$) | Mean charge from B²⁺ ($e$) |
|---:|---:|---:|
| 0 | 1.00 | 2.00 |
| 0.25 | 0.74 | 1.27 |
| 0.50 | 0.62 | 0.89 |
| 1.00 | 0.54 | 0.60 |
| 2.00 | 0.51 | 0.51 |

The slowest rate is $g=2.86$ nm⁻¹, so $1/g=0.35$ nm. The two mean charges agree within $0.01e$ after 1.67 nm. Deeper down, the equilibrium itself changes as the ion slows, but it then depends on the current speed and no longer on the ion source setting.

**How much energy the memory costs**

A short memory can still leave a lasting trace, because a more highly charged ion may lose extra energy before it equilibrates. Let $S_q$ be the electronic energy loss per unit path in state $q$, and let $\bar S=\sum_q\pi_qS_q$. Define the excess loss of an ion that starts in state $q$ as

$$h_q=\int_0^\infty\left[\langle S\rangle_q(x)-\bar S\right]dx .$$

Here $\langle S\rangle_q(x)$ is the average stopping at $x$ for that start. The integral converges because the difference decays exponentially. The upper limit means many memory lengths, still short compared with the range.

Consider the first small step $dx$. The ion contributes $(S_q-\bar S)dx$, and then continues from its old state or from a neighbouring one:

$$h_q=(S_q-\bar S)dx+[1-(L_q+C_q)dx]h_q+L_qdx\,h_{q+1}+C_qdx\,h_{q-1}.$$

Cancel $h_q$ and divide by $dx$:

$$L_q(h_{q+1}-h_q)+C_q(h_{q-1}-h_q)=-(S_q-\bar S).$$

Let $d_q=h_{q+1}-h_q$, the extra loss caused by one more unit of incident charge. Multiply by $\pi_q$ and use $C_q\pi_q=L_{q-1}\pi_{q-1}$:

$$L_q\pi_qd_q-L_{q-1}\pi_{q-1}d_{q-1}=-\pi_q(S_q-\bar S).$$

Sum from state 0 up to state $q$. The left side telescopes:

$$L_q\pi_qd_q=-\sum_{k\le q}\pi_k(S_k-\bar S).$$

The sum of $\pi_k(S_k-\bar S)$ over all states is zero, so the lower part is minus the upper part. Hence

$$d_q=\frac{1}{L_q\pi_q}\sum_{k>q}\pi_k(S_k-\bar S).$$

If stopping increases with charge, the states above $q$ have an average stopping above $\bar S$, and $d_q$ is positive. If stopping does not depend on charge, $d_q=0$. If all cross sections are multiplied by a common factor, $\pi_q$ is unchanged and $d_q$ varies as the inverse of that factor.

For the example I take $S_q$ proportional to $1+0.3q^2$, a chosen dependence. It is normalized so that $\bar S$ equals the Lindhard–Scharff electronic stopping, 129.8 eV/nm at 40 keV. The stopping values for $q=0$ to 3 are then 109.7, 142.5, 241.2 and 405.7 eV/nm. The difference between incident B²⁺ and B⁺ is

$$d_1=\frac{0.0508(241.2-129.8)+0.00042(405.7-129.8)}{0.499\times0.4066}
\approx28.5\ \mathrm{eV}.$$

The comparison between incident B⁺ and a neutral atom shows how the upper states enter. Subtract the first-step equation for $q=0$ from that for $q=1$:

$$L_1d_1-(C_1+L_0)d_0=-(S_1-S_0),$$

$$d_0=\frac{S_1-S_0+L_1d_1}{L_0+C_1}.$$

With two states the term $L_1d_1$ is absent, and $d_0=32.8/3.496=9.4$ eV. In the full chain it is 13.5 eV, because an ion in state 1 may lose another electron and spend some path in the more strongly stopped state 2.

**Effect on the range**

After the memory has gone, both ions obey the same mean stopping law at the same energy. B²⁺ reaches each given energy slightly earlier along its path, and this displacement stays constant from there on. Let $S_{\rm tot}$ be the equilibrium electronic stopping plus the nuclear stopping, the latter taken as independent of charge. To leading order,

$$\delta R=\frac{d_1}{S_{\rm tot}(E_0)}
=\frac{28.46\ \mathrm{eV}}{179.8\ \mathrm{eV/nm}}
=0.158\ \mathrm{nm}.$$

Evaluating $S_{\rm tot}$ at $E_0$ is justified because equilibrium stopping removes only about 300 eV, or 0.75% of 40 keV, in the first 1.67 nm, and the extra loss adds at most a few tens of eV. Integrating the charge fractions and the mean energy together also gives 0.158 nm.

The path length from 40 keV down to 20 eV is 267 nm, so the shift is about 0.06% of it. If instead the charge factors were frozen for the whole path, the lengths would be 254 nm for B⁺ and 187 nm for B²⁺. Your picture would thus predict a difference of about 68 nm within this stopping model, while charge exchange leaves 0.16 nm.

Path length is not depth, since collisions with nuclei deflect the ion. A binary-collision simulation with the Ziegler–Biersack–Littmark universal potential and equilibrium electronic stopping gives these results for amorphous silicon:

- At 40 keV, the mean depth is 176 nm, with a statistical error of 1.4 nm. The standard deviation of the depths is 63 nm.
- At 80 keV, the mean depth is 337 nm, with a statistical error of 2.1 nm. The standard deviation is 94 nm.

Ions that recrossed the surface are left out of these depths. Changing from B⁺ to B²⁺ at a fixed 40 kV therefore moves the mean depth by about 160 nm with this stopping, and by less with the stronger stopping discussed below. This is an energy effect. Making the same change at a fixed energy of 40 keV, by halving the voltage, leaves a path shift far smaller than the spread of the profile.

**Where the estimate is weak**

The cross sections and the charge dependence of the stopping are both assumed, and the extra loss depends on both. With all cross sections ten times smaller, the extra loss is 285 eV and the path shift 1.6 nm, still about 0.6% of the path. The assumption of constant rates is then rougher, because the ion loses about ten times more energy while it forgets its charge. I would use this case as a rough stand-in for an ion in a crystal channel, where fewer close collisions may slow the exchange; that link is a conjecture.

Single-electron steps are another simplification. Adding a double-capture process $2\to0$ of $2\times10^{-16}$ cm² lowers the extra loss of B²⁺ relative to B⁺ from 28 to 21 eV. The extra route out of state 2 shortens the stay there and leads straight to state 0, which has the weakest stopping.

The idea of a definite ionic charge is itself approximate in a solid. At 40 keV the ion moves at $8.4\times10^5$ m/s. Dividing this speed by the plasma frequency of four valence electrons per silicon atom gives 0.033 nm, and a full plasma period corresponds to $2\pi$ times this, 0.21 nm. The memory length is 0.35 nm, so the valence electrons respond on a similar or shorter scale, while the ion is still changing its bound charge. The states in the model should be read as labels for bound electrons, not as bare charges seen at long distance.

The incident charge also brings potential energy. Coupled-cluster calculations with single and double excitations in the cc-pVTZ basis, for free ions and without relativity, give neutralization energies of 8.2 eV for B⁺ and 33.3 eV for B²⁺. The difference, 25 eV, is similar in size to the extra stopping loss, but it is electronic energy released on neutralization and should not be added to $E_0$. Image attraction does add kinetic energy. At distance $z$ from an ideal metal it amounts to $q^2e^2/(16\pi\varepsilon_0z)$, or 2.9 eV for B²⁺ at 0.5 nm. Both energies are below 0.1% of 40 keV.

The conclusion fails for very thin layers. The emerging charge still depends on the incident charge in a film up to a few memory lengths thick. The deposited energy depends on it over a greater thickness, because the extra loss $d_1$ is spent near the surface and is not recovered: in the first 2 nm, 28 eV is about 8% of the roughly 360 eV lost there. Much higher incident charges also need a separate treatment, since they carry more potential energy and can capture several electrons at once.

**Beside a real implant**

Boron at tens of keV is an ordinary implant regime for silicon, but the depths above are model values. Lindhard–Scharff stopping is known to be too weak for boron in silicon. Raising it by a rough factor of 1.6 reduces the simulated mean depth at 40 keV from 176 to 141 nm, a change of 20%. A real wafer is also crystalline, and channelled ions can form a deeper tail that the amorphous model lacks. If the wafer carries an oxide several memory lengths thick, the incident charge is forgotten there, at rates different from those used here. For predicting a profile, the stopping model and the crystal direction therefore deserve more attention than the incident charge at fixed energy.

**Where the charge still matters**

Electric charge is conserved. When the ion captures electrons from the wafer, the wafer is left with the missing positive charge, which must be drained or compensated. For an areal dose $N$ of ions with incident charge $qe$, the collected charge per area is

$$Q=qeN,$$

provided secondary electrons are suppressed and no neutrals arrive. A dose of $10^{15}$ cm⁻² requires 160 µC/cm² for B⁺ and 320 µC/cm² for B²⁺. If a B²⁺ implant were stopped at 160 µC/cm², it would have received half the intended dose.

Charge exchange before the wafer matters for the same reason. In residual gas of density $n_g$, with cross section $\sigma$ and path $\ell$, the unchanged fraction obeys $dP/d\ell=-n_g\sigma P$, so the changed fraction is $1-e^{-n_g\sigma\ell}$. At $10^{-6}$ Torr and 300 K, $n_g=3.2\times10^{10}$ cm⁻³. For $\sigma=10^{-15}$ cm² and $\ell=100$ cm,

$$1-e^{-0.0032}\approx0.32\% .$$

These are round values for a beam line. If such ions are not filtered out and a voltage gap still lies ahead, they reach the wafer with the wrong energy. If they become neutral after the last gap, they have the right energy but escape the charge count.

So for your comparison, match $e\sum_iq_iV_i$ to match the depth, and use the charge state at the wafer to convert collected charge into dose. The numerical output below gives the values in more detail.

## Calculated quantities

```
B+ through 40 kV: energy 40.000 keV
B2+ through 20 kV: energy 40.000 keV
B2+ through 40 kV: energy 80.000 keV
B2+ to B+ at half of 40 kV: energy 60.000 keV
silicon atom density 4.994e+22 cm^-3
speed at 40 keV 8.373e+05 m/s = 0.383 atomic units
0->1: loss 3.0e-16 cm2, 1.498 /nm; 1->0: capture 4.0e-16 cm2, 1.998 /nm
1->2: loss 1.0e-16 cm2, 0.499 /nm; 2->1: capture 8.0e-16 cm2, 3.995 /nm
2->3: loss 1.0e-17 cm2, 0.050 /nm; 3->2: capture 1.2e-15 cm2, 5.993 /nm
equilibrium fractions q=0..3: [5.4214e-01 4.0661e-01 5.0830e-02 4.2000e-04]
equilibrium mean charge 0.510 e
slowest decay rate 2.861 /nm, length 0.350 nm
path 0.00 nm: mean charge from B+ 1.0000 e, from B2+ 2.0000 e
path 0.25 nm: mean charge from B+ 0.7404 e, from B2+ 1.2685 e
path 0.50 nm: mean charge from B+ 0.6199 e, from B2+ 0.8893 e
path 1.00 nm: mean charge from B+ 0.5354 e, from B2+ 0.6022 e
path 2.00 nm: mean charge from B+ 0.5110 e, from B2+ 0.5149 e
mean charges agree within 0.01 e after 1.67 nm
electronic stopping q=0..3: [109.7 142.5 241.2 405.7] eV/nm
at 40 keV: electronic mean 129.8, nuclear 49.9, total 179.8 eV/nm
extra loss for 0->1, 1->2, 2->3 incident charge: [13.48 28.46 46.03] eV
path shift B2+ versus B+ at 40 keV: formula 0.1583 nm, coupled integration 0.1582 nm
path length: 40 keV 267.0 nm, 80 keV 467.9 nm
if charge stayed frozen, 40 keV path: B+ 254.2 nm, B2+ 186.5 nm
simulated path: 40 keV 264.2 nm, 80 keV 465.6 nm
mean depth 40 keV 175.7 nm, spread 63.3 nm, standard error 1.4 nm
mean depth 80 keV 337.3 nm, spread 94.0 nm, standard error 2.1 nm
electronic stopping x1.6: mean depth at 40 keV 140.9 nm
all cross sections /10: extra loss 284.6 eV, path shift 1.58 nm
double capture 2->0 of 2e-16 cm2 added: extra loss 20.63 eV
energy lost while charge is forgotten 300 eV, 0.75 % of 40 keV
image energy of B2+ at 0.5 nm from a metal 2.88 eV
CCSD/cc-pVTZ neutralization energy B+, B2+, B3+: [ 8.19 33.25 71.09] eV
CCSD minus full CI for B+ in cc-pVDZ 0.0010 eV
speed / valence plasma frequency 0.0332 nm
gas 1e-6 Torr, 300 K, 1 m, 1e-15 cm2: density 3.22e+10 cm^-3, changed fraction 0.32 %
charge for 1e+15 ions/cm2: B+ 160.2 uC/cm2, B2+ 320.4 uC/cm2
```
